# Hückel levels, icosahedral labels and bond orders of C60

## The problem

Sixty carbon atoms sit at the corners of a truncated icosahedron. Each carries one p orbital pointing outward and supplies one electron to the π system. The orbitals are taken as orthonormal, with a common Coulomb integral $\alpha$ and the same resonance integral $\beta<0$ on all 90 bonds. Write $E=\alpha+x\beta$, so that a larger $x$ means a lower energy. The Hamiltonian is then $\alpha+\beta A$, where $A_{ab}=1$ for bonded atoms and 0 otherwise.

A 56 bond is a pentagon edge (there are 60), and a 66 bond is shared by two hexagons (there are 30).

1. Reduce the $60\times60$ eigenvalue problem to small blocks and find every level.
2. Give each level its icosahedral label, including the parity.
3. Identify the highest occupied and lowest unoccupied levels (HOMO and LUMO), with their degeneracies.
4. Find the π bond orders of the two kinds of bond.

## Hints

**Hint 1.** No rotation axis of the molecule passes through an atom. What does this say about the 60 rotations and the 60 atoms?

**Hint 2.** Reach the three neighbours of one atom by rotations, then carry the pattern to all other atoms.

**Hint 3.** One mirror plane contains the chosen atom. Multiply this reflection by the inversion.

**Hint 4.** Besides ordinary vectors, let the rotations act on the six fivefold axes, and on the five sets of three perpendicular twofold axes.

**Hint 5.** Give the 66 bonds a weight $h$. The derivative of a level with respect to $h$ measures its 66 bonding.

## Solution

### Atoms labelled by rotations

The rotation axes pass through pentagon centres, hexagon centres and midpoints of 66 bonds, never through an atom. Only the identity therefore fixes a reference atom $r_0$, and the 60 rotations $g$ carry it once to each site $gr_0$.

Let $c$ be the 72° rotation about the centre of the pentagon containing $r_0$, and $s$ the half-turn about the midpoint of its 66 bond. The neighbours of $r_0$ are $cr_0$, $c^{-1}r_0$ and $sr_0$. Applying $g$ shows that those of $gr_0$ are $gcr_0$, $gc^{-1}r_0$ and $gsr_0$. With weight $h$ on the 66 bonds,

$$(A\psi)(g)=\psi(gc)+\psi(gc^{-1})+h\,\psi(gs).$$

The stated problem has $h=1$.

Take a real orthogonal irreducible representation $D$ of dimension $d$, a fixed vector $v$, and $\psi_i(g)=[D(g)v]_i$. Since $D(gc)=D(g)D(c)$,

$$(A\psi_i)(g)=[D(g)Mv]_i,\qquad M=D(c)+D(c)^T+hD(s).$$

If $Mv=xv$, each $\psi_i$ is an eigenvector of $A$ with eigenvalue $x$. The $d$ choices of $i$ are mutually orthogonal by the orthogonality theorem for representations, so the level is $d$-fold. The rotation group has representations A, T1, T2, G, H of dimensions 1, 3, 3, 4, 5. Since $1+9+9+16+25=60$, no level is missed.

### Parity and two relations

Let $\sigma$ be the mirror plane through $r_0$, the pentagon axis and the midpoint of the 66 bond. With $i$ the inversion, $r=i\sigma$ is a proper rotation with $r^2=1$, a half-turn. Because $\sigma r_0=r_0$, we have $ir_0=rr_0$, and because $i$ commutes with rotations, $i(gr_0)=grr_0$. Inversion carries outward lobes to outward lobes, so no extra sign appears. The parity of a level is thus the eigenvalue of $D(r)$ on $v$: $+1$ gives g and $-1$ gives u.

The mirror contains the axes of $c$ and $s$. It reverses the rotation $c$ and leaves the half-turn $s$ unchanged, so

$$rcr=c^{-1},\qquad rsr=s.$$

Hence $D(r)$ commutes with $M$, and each block splits into even and odd parts.

A further relation comes from walking around a hexagon, whose edges alternate between 66 and 56 bonds. Rotations preserve the sense of turning, so the repeated steps $s,c,s,c,s,c$ keep to one face and close: $(sc)^3=1$. In products the right-hand factor acts first.

### A and T1

For A all matrices are 1, so at $h=1$ the level is $a_g$ with $x=3$.

For T1 use ordinary vectors. Let $n$ and $m$ be unit vectors along the axes of $c$ and $s$, and $\varphi=(1+\sqrt5)/2$, with $\varphi^2=\varphi+1$. A rotation by $\theta$ plus its inverse is $2\cos\theta\,I+2(1-\cos\theta)nn^T$, since the cross-product terms cancel. The number $y=2\cos72^\circ$ obeys $1+y+(y^2-2)=0$, because the five fifth roots of unity sum to zero; its positive root is $y=1/\varphi$. A half-turn is $2mm^T-I$. Therefore

$$M=\left(\frac1\varphi-h\right)I+a\,nn^T+2h\,mm^T,\qquad a=2-\frac1\varphi=\frac{\sqrt5}{\varphi}.$$

The last equality uses $2\varphi-1=\sqrt5$.

The uncut icosahedron can have vertices at the cyclic permutations of $(0,\pm1,\pm\varphi)$. Then $n\propto(0,1,\varphi)$, and the midpoint of the edge to $(0,-1,\varphi)$ gives $m=(0,0,1)$. Hence

$$(n\cdot m)^2=\frac{\varphi^2}{1+\varphi^2}=\frac{\varphi}{\sqrt5},\qquad a(n\cdot m)^2=1,$$

because $\sqrt5\,\varphi=(2\varphi-1)\varphi=\varphi+2=1+\varphi^2$.

The vector perpendicular to $n$ and $m$ has $x=1/\varphi-h$, which is $-1/\varphi^2$ at $h=1$. Since $\sigma$ fixes $n$ and $m$, $r$ reverses both and leaves the perpendicular vector unchanged. This level is $t_{1g}$, and the other two are $t_{1u}$.

In the plane of $n$ and $m$, the operator $a\,nn^T+2h\,mm^T$ has trace $a+2h$ and determinant $2ha[1-(n\cdot m)^2]$. Its eigenvalues are

$$\frac a2+h\pm\sqrt{\left(\frac a2+h\right)^2-2ha+2h}
=\frac a2+h\pm\sqrt{\left(h-\frac a2\right)^2+2h}.$$

Adding $1/\varphi-h$ and using $a/2=1-1/(2\varphi)$,

$$x(t_{1u})=1+\frac1{2\varphi}\pm\sqrt{\left(h-1+\frac1{2\varphi}\right)^2+2h}.$$

At $h=1$ the root is $\frac12\sqrt{8+\varphi^{-2}}$, and the levels are $2.757$ and $-0.139$.

### T2

In the coordinates above, rotation matrices have elements $p+q\sqrt5$ with rational $p,q$. Changing the sign of $\sqrt5$ preserves products and orthogonality, so it gives another representation. The trace of $c$ changes from $\varphi$ to $-1/\varphi$, so this one is different: it is T2. Replacing $1/\varphi$ by $-\varphi$ gives, at $h=1$,

$$x(t_{2g})=-\varphi^2,\qquad x(t_{2u})=1-\frac\varphi2\pm\frac12\sqrt{8+\varphi^2}.$$

### G from five frames

The 15 twofold axes form five frames of three perpendicular axes. If $c$ preserved a frame, it would have to fix each of its three lines, since it has order five. It fixes no line but its own axis, so it moves the frames in a five-cycle, $c=(01234)$. From $rcr=c^{-1}$, $r$ reverses this cycle and fixes one frame, which we call 0: $r=(14)(23)$.

The commuting half-turns $r$ and $s$ are distinct and belong to one frame, which both preserve, so $s$ also fixes 0. All half-turns are equivalent, so $s$ too makes two swaps. Commuting with $r$ and differing from it leaves $(12)(34)$ or $(13)(24)$. For the first, $sc$ is the three-cycle $(024)$; for the second it is a five-cycle, contradicting $(sc)^3=1$. Thus $s=(12)(34)$.

The uniform vector belongs to A. Off it, the characters of the identity, 24 fivefold, 20 threefold and 15 twofold rotations are $4,-1,1,0$. Their squares sum to $16+24+20=60$, so the remaining representation is irreducible: it is G.

With $e_k$ the unit vector of frame $k$, the even basis $e_0,(e_1+e_4)/\sqrt2,(e_2+e_3)/\sqrt2$ and the odd basis $(e_1-e_4)/\sqrt2,(e_2-e_3)/\sqrt2$ give

$$M_+=\begin{pmatrix}h&\sqrt2&0\\\sqrt2&0&1+h\\0&1+h&1\end{pmatrix},\qquad
M_-=\begin{pmatrix}0&1+h\\1+h&-1\end{pmatrix}.$$

At $h=1$ the even determinant is

$$(x-1)[x(x-1)-4]-2(x-1)=(x-1)(x-3)(x+2).$$

Dropping the A root 3 leaves $g_g$ at $1$ and $-2$. The odd block gives $g_u$ from $x^2+x-4=0$, so $x=(-1\pm\sqrt{17})/2$.

### H from six axes

Call the axis of $c$ $\infty$ and its image under $s$ 0. Then $c$ fixes $\infty$ and cycles $0,1,2,3,4$. The half-turn $r$ fixes $\infty$ as a line and, because it commutes with $s$, also fixes 0; again $r=(14)(23)$. A half-turn fixes the two fivefold axes perpendicular to its own. Thus $s$ swaps $\infty$ with 0 and makes one more swap, which must commute with $r$: $(14)$ or $(23)$. With $(14)$, $sc=(\infty04)(123)$ has order three; with $(23)$ it contains a five-cycle. So $s=(\infty0)(14)$.

Off the uniform vector the characters are $5,0,-1,1$ in the same order of classes. Since $25+20+15=60$, this is H. The even basis $e_\infty,e_0,(e_1+e_4)/\sqrt2,(e_2+e_3)/\sqrt2$ and the same odd basis give

$$M_+=\begin{pmatrix}2&h&0&0\\h&0&\sqrt2&0\\0&\sqrt2&h&1\\0&0&1&1+h\end{pmatrix},\qquad
M_-=\begin{pmatrix}-h&1\\1&h-1\end{pmatrix}.$$

At $h=1$ the leading determinants of $x-M_+$ are $x-2$, then $x^2-2x-1$, then $(x-1)(x^2-2x-1)-2(x-2)=x^3-3x^2-x+5$. The full one is

$$\begin{aligned}
&(x-2)(x^3-3x^2-x+5)-(x^2-2x-1)\\
&\quad=x^4-5x^3+4x^2+9x-9=(x-3)(x-1)(x^2-x-3).
\end{aligned}$$

Dropping 3 leaves $h_g$ at $1$ and $(1\pm\sqrt{13})/2$. The odd block has trace $-1$ and determinant $-(h^2-h+1)$, so

$$x(h_u)=\frac{-1\pm\sqrt{1+4(h^2-h+1)}}2.$$

At $h=1$ these are $1/\varphi$ and $-\varphi$.

### Filling the levels

In order of rising energy, the occupied levels are as follows. The last column, $q=dx/dh$ at $h=1$, is derived below.

| Level | $d$ | $x$ | $q$ |
|---|---:|---:|---:|
| $a_g$ | 1 | 3.000 | 1.000 |
| $t_{1u}$ | 3 | 2.757 | 0.904 |
| $h_g$ | 5 | 2.303 | 0.703 |
| $t_{2u}$ | 3 | 1.820 | 0.117 |
| $g_u$ | 4 | 1.562 | 0.970 |
| $g_g$ | 4 | 1.000 | 0.667 |
| $h_g$ | 5 | 1.000 | 0.333 |
| $h_u$ | 5 | 0.618 | 0.447 |

These 30 orbitals hold all 60 electrons. The empty levels are $t_{1u}$ ($-0.139$), $t_{1g}$ ($-0.382$), $h_g$ ($-1.303$), $t_{2u}$ ($-1.438$), $h_u$ ($-1.618$), $g_g$ ($-2.000$), $g_u$ ($-2.562$) and $t_{2g}$ ($-2.618$).

The HOMO is the fivefold $h_u$ level at $x=0.618$. The LUMO is the threefold $t_{1u}$ level at $x=-0.139$. Their separation is $0.757|\beta|$, or 1.89 eV for the round model value $\beta=-2.5$ eV. This is an orbital-energy difference; the model has no explicit electron repulsion and does not predict an optical gap.

The ninefold level at $x=1$ is $g_g+h_g$. Symmetry does not require this coincidence: at $h=1$ the two parts have different slopes $q$, so a small change of $h$ splits them.

### Bond orders

The π bond order is $p_{ab}=2\sum_{\rm occ}\psi_a\psi_b$. For a unit vector $v$, the normalised orbitals are $\sqrt{d/60}\,[D(g)v]_i$. Summing over $i$ for the atoms $r_0$ and $sr_0$ gives $(d/60)v^TD(s)v$ per level. Since $dM/dh=D(s)$, first-order perturbation theory gives $q=v^TD(s)v$. Also $x=2v^TD(c)v+q$ at $h=1$. Thus

$$p_{66}=\frac1{30}\sum_{\rm occ}d\,q,\qquad
p_{56}=\frac1{60}\sum_{\rm occ}d\,(x-q).$$

The slopes follow from the blocks:

- For $a_g$, $x=2+h$ and $q=1$.
- For the upper $t_{1u}$ level, differentiation gives $q=(1+\frac1{2\varphi})/(\frac12\sqrt{8+\varphi^{-2}})=\varphi^2/\sqrt{8+\varphi^{-2}}$, since $2+1/\varphi=\varphi^2$. Changing the sign of $\sqrt5$ gives $q=\varphi^{-2}/\sqrt{8+\varphi^2}$ for $t_{2u}$.
- For $g_u$, $x^2+x=(1+h)^2$. Hence $(2x+1)q=4$ and $q=4/\sqrt{17}$.
- For $h_u$, $x^2+x=h^2-h+1$. Hence $(2x+1)q=1$ and $q=1/\sqrt5$.
- For $g_g$ at $x=1$, the even eigenvector is $(1,0,-1/\sqrt2)$, with squared norm $3/2$. Its expectation value of $dM_+/dh$ is $q=1/(3/2)=2/3$.
- For $h_g$ at $x=1$, the eigenvector $(1,-1,-\sqrt2,\sqrt2)$ has squared norm 6. Hence $q=(-2+2+2)/6=1/3$.

For the other two $h_g$ levels, call the slopes $q_\pm$. The trace of $dM_+/dh$ is 2, and the A root contributes 1, so $q_++q_-=2-1-\frac13=\frac23$. Differentiating ${\rm tr}\,M_+^2=4+h^2+(1+h)^2+2(h^2+3)$ gives 10 at $h=1$. This equals $2\sum xq$, so $x_+q_++x_-q_-=5-3-\frac13=\frac53$. Inserting $x_\pm=(1\pm\sqrt{13})/2$,

$$\frac13+\frac{\sqrt{13}}2(q_+-q_-)=\frac53,\qquad q_+=\frac13+\frac4{3\sqrt{13}}.$$

The weighted sum of slopes is therefore

$$30p_{66}=7+\sqrt5+\frac{16}{\sqrt{17}}+\frac{20}{3\sqrt{13}}+\frac{3\varphi^2}{\sqrt{8+\varphi^{-2}}}+\frac{3\varphi^{-2}}{\sqrt{8+\varphi^2}}=18.030,$$

where $7=1+\frac53+\frac83+\frac53$. The occupied levels give $\sum dx=46.581$. Hence

$$p_{66}=\frac{18.030}{30}=0.601,\qquad p_{56}=\frac{46.581-18.030}{60}=0.476.$$

The 66 bonds have more π bonding. With the usual association of larger bond order with shorter length, they should be the shorter bonds. Equal $\beta$ is then only a starting approximation. The model also omits σ electrons, overlap and the effect of curvature on the orbitals.

The numerical check diagonalises the full matrix built from atomic coordinates and compares its levels, labels and bond orders with these formulas.

## Variation 1: stronger 66 bonds

**Question.** How does the gap change if the 66 resonance integral is $1.1\beta$?

**Solution.** Set $h=1.1$. For the HOMO, $h^2-h+1=1.11$, so

$$x(h_u)=\frac{-1+\sqrt{5.44}}2=0.666.$$

The lower $t_{1u}$ formula gives $x=-0.230$. The gap is $0.896|\beta|$, or 2.24 eV for $\beta=-2.5$ eV. The HOMO is bonding across the 66 bonds ($q=0.447$) and the LUMO antibonding ($q=-0.904$), so strengthening these bonds moves the levels apart. The linear estimate, $0.757+0.1(0.447+0.904)=0.892$, is close to the full result.

At $h=0$ both formulas give $x=1/\varphi$, a level of an isolated pentagon, and the separation vanishes. For large $h$, write the two formulas as $-\frac12+\sqrt{(h-\frac12)^2+1}$ and $1+\frac1{2\varphi}-\sqrt{(h+\frac1{2\varphi})^2+1-\frac1\varphi}$. For $h\gg1$ they approach $h-1$ and $1-h$, up to terms of order $1/h$. These are the levels $\pm h$ of isolated 66 pairs, each shifted one unit towards zero by the pentagon bonds.

## Variation 2: six added electrons

**Question.** What are the bond orders of C60$^{6-}$ if the atoms and $\beta$ are held fixed?

**Solution.** Six electrons fill the $t_{1u}$ LUMO, so icosahedral symmetry is kept. The same sums acquire one more level, with $d=3$, $x=-0.139$ and $q=-0.904$:

$$\Delta p_{66}=\frac{3(-0.904)}{30}=-0.090,\qquad
\Delta p_{56}=\frac{3(-0.139+0.904)}{60}=+0.038.$$

The new values are $p_{66}=0.511$ and $p_{56}=0.514$. The added electrons weaken the 66 bonds and strengthen the pentagon edges, almost removing the difference between them. This holds within the fixed-$\beta$ model, which ignores the repulsion among the added electrons and any counterions.

## Calculated quantities

```
golden ratio phi = 1.618034
atoms, 56 bonds, 66 bonds = 60 60 30
squared cosine between axes of c and s = 0.723607
multiplicities: a_g 1, a_u 0, t1g 1, t1u 2, t2g 1, t2u 2, g_g 2, g_u 2, h_g 3, h_u 2
levels: label, degeneracy, x, 66-bond expectation value, electrons
  a_g   1   3.000000   1.000000   2
  t1u   3   2.756598   0.904279   6
  h_g   5   2.302776   0.703133  10
  t2u   3   1.820249   0.117220   6
  g_u   4   1.561553   0.970143   8
  g_g   4   1.000000   0.666667   8
  h_g   5   1.000000   0.333333  10
  h_u   5   0.618034   0.447214  10
  t1u   3  -0.138564  -0.904279   0
  t1g   3  -0.381966  -1.000000   0
  h_g   5  -1.302776  -0.036467   0
  t2u   3  -1.438283  -0.117220   0
  h_u   5  -1.618034  -0.447214   0
  g_g   4  -2.000000  -0.666667   0
  g_u   4  -2.561553  -0.970143   0
  t2g   3  -2.618034  -1.000000   0
HOMO x = 0.618034
LUMO x = -0.138564
gap in |beta| = 0.756598
model beta in eV = -2.5
gap in eV = 1.8915
sum of x over occupied orbitals = 46.580802
pi energy minus 60 alpha, in beta = 93.161604
delocalisation energy per atom, in beta = 0.552693
30 times p66 = 18.030136
bond order p66 = 0.601005
bond order p56 = 0.475844
p66 from energy derivative = 0.601005
pi electrons per atom = 1.000000
ratio h of resonance integrals = 1.1
HOMO x at this h = 0.666190
LUMO x at this h = -0.229585
gap at this h in |beta| = 0.895775
gap slope at h = 1 in |beta| = 1.351492
linear estimate of gap in |beta| = 0.891747
gap at this h in eV = 2.2394
```
